# Landau Levels of InAs with a Kane Band, Spin Neglected

## Problem

The conduction band of bulk InAs is described by the Kane dispersion

$$E(1+\alpha E)=\frac{\hbar^2k^2}{2m},$$

where $E$ is the energy above the band edge at zero field. Take the band-edge mass $m=0.023\,m_0$, with $m_0$ the free-electron mass, and $\alpha=2.7\ \mathrm{eV^{-1}}$. A magnetic field $B=10$ T points along $z$. Spin is neglected.

(a) Estimate the first two Landau-level spacings from the classical orbital frequency.

(b) Find the levels within the band model that gives this dispersion, and compute the same two spacings at $k_z=0$.

(c) Compare the two results, and explain how each differs from the equal spacing of a parabolic band.

## First estimate by scaling

For $\alpha=0$ the spacing is $\hbar\omega_c$, with $\omega_c=eB/m$. Dividing by $e$ to express the energy in eV gives

$$\frac{\hbar\omega_c}{e}=\frac{\hbar B}{m}=\frac{(1.05457\times10^{-34})(10)}{(0.023)(9.1094\times10^{-31})}\ \mathrm V=0.05033\ \mathrm V,$$

so $\hbar\omega_c=50.33$ meV.

Nonparabolicity changes the orbital frequency. Differentiating the dispersion with respect to $k$ gives

$$(1+2\alpha E)\frac{dE}{dk}=\frac{\hbar^2k}{m},\qquad v=\frac1\hbar\frac{dE}{dk}=\frac{\hbar k}{m(1+2\alpha E)}.$$

For motion in the plane normal to the field, the electron (charge $-e$) obeys $\hbar\dot{\mathbf k}=-e\,\mathbf v\times\mathbf B$. The velocity is parallel to $\mathbf k$, so $\dot{\mathbf k}$ is perpendicular to $\mathbf k$ and has magnitude $evB/\hbar$. The wave vector therefore turns at the rate

$$\frac{|\dot{\mathbf k}|}{k}=\frac{eBv}{\hbar k}=\frac{eB}{m_c(E)},\qquad m_c(E)=m(1+2\alpha E).$$

The cyclotron mass $m_c$ grows with energy, so the orbit slows and the levels should crowd together.

To estimate the spacing between levels $n$ and $n+1$, evaluate $\hbar eB/m_c$ halfway between them. As a first guess, use the parabolic energies $(n+\tfrac12)\hbar\omega_c$ and $(n+\tfrac32)\hbar\omega_c$, whose mean is $(n+1)\hbar\omega_c$. Then

$$\Delta_n^{\rm est}=\frac{\hbar\omega_c}{1+u_n},\qquad u_n=2\alpha(n+1)\hbar\omega_c.$$

Here $u_0=2(2.7)(0.05033)=0.272$ and $u_1=2u_0=0.544$. The estimates are

$$\Delta_0^{\rm est}=\frac{50.33}{1.272}=39.6\ \mathrm{meV},\qquad
\Delta_1^{\rm est}=\frac{50.33}{1.544}=32.6\ \mathrm{meV}.$$

## Exact solution of the band model

### From two band edges to one equation

A dispersion alone does not say how to order operators in a magnetic field, so we start from a Hamiltonian that produces it. Keep one $s$-like conduction band with its edge at zero and three $p$-like valence bands with their edge at $-E_g$. Couple them by a real constant $P$. Spin-orbit coupling, the free-electron kinetic term and remote bands are dropped.

Let $s$ and $p_j$, with $j=x,y,z$, be the envelope functions. A constant phase factor $i$ is absorbed into the $p_j$. In the field, $\hbar\mathbf k$ becomes $\boldsymbol\pi=\mathbf p+e\mathbf A$, where $\mathbf p$ is the momentum operator and $\mathbf A$ the vector potential. The equations are

$$Es=\frac P\hbar\sum_j\pi_jp_j,\qquad (E+E_g)p_j=\frac P\hbar\pi_js.$$

For $E\neq-E_g$, the second equation gives $p_j=P\pi_js/[\hbar(E+E_g)]$. Substitution into the first, followed by multiplication by $E+E_g$, yields

$$E(E+E_g)s=\frac{P^2}{\hbar^2}\sum_j\pi_j^2\,s.$$

Each component $\pi_j$ meets only itself, so no ordering ambiguity arises. Dividing by $E_g$ gives

$$E\left(1+\frac E{E_g}\right)s=\frac{P^2}{\hbar^2E_g}\,\boldsymbol\pi^2s.$$

At zero field $\boldsymbol\pi^2\to\hbar^2k^2$, and comparison with the given dispersion fixes

$$\alpha=\frac1{E_g},\qquad P^2=\frac{\hbar^2E_g}{2m}.$$

The model gap is thus $1/2.7=0.370$ eV. In the field we have

$$E(1+\alpha E)s=\frac{\boldsymbol\pi^2}{2m}s.$$

A conduction state must have $s\neq0$, since $s=0$ would make every $p_j$ vanish too. Its energy therefore follows from an eigenvalue of $\boldsymbol\pi^2/2m$.

### The oscillator

Choose $\mathbf A=(0,Bx,0)$, so that $\pi_x=p_x$, $\pi_y=p_y+eBx$ and $\pi_z=p_z$. Then

$$[\pi_x,\pi_y]=eB[p_x,x]=-i\hbar eB.$$

With the magnetic length $\ell=\sqrt{\hbar/eB}=8.11$ nm, define

$$a=\frac{\ell}{\sqrt2\,\hbar}(\pi_x-i\pi_y).$$

Its commutator is

$$[a,a^\dagger]=\frac{\ell^2}{2\hbar^2}\,2i[\pi_x,\pi_y]=\frac{\ell^2}{2\hbar^2}\,2\hbar eB=1,$$

so $a^\dagger a$ has eigenvalues $n=0,1,2,\ldots$ Multiplying out the product,

$$a^\dagger a=\frac{\ell^2}{2\hbar^2}\left(\pi_x^2+\pi_y^2-i[\pi_x,\pi_y]\right)
=\frac{\ell^2}{2\hbar^2}\left(\pi_x^2+\pi_y^2-\hbar eB\right).$$

Since $\ell^2/\hbar^2=1/(\hbar eB)$, this means $\pi_x^2+\pi_y^2=2\hbar eB(a^\dagger a+\tfrac12)$. The operator $\pi_z$ commutes with the other two and has eigenvalue $\hbar k_z$. The eigenvalues of $\boldsymbol\pi^2/2m$ are therefore

$$X_n=\left(n+\tfrac12\right)\hbar\omega_c+\frac{\hbar^2k_z^2}{2m}.$$

### Levels and spacings

It remains to solve $\alpha E^2+E-X_n=0$. The conduction root is the positive one:

$$E_n=\frac{-1+\sqrt{1+4\alpha X_n}}{2\alpha}.$$

The other root lies below $-1/\alpha=-E_g$, because the square root exceeds one. It belongs to the valence bands.

At $k_z=0$ the values of $4\alpha X_n$ are 0.272, 0.815 and 1.359. With $2\alpha=5.4\ \mathrm{eV^{-1}}$,

$$E_0=\frac{\sqrt{1.272}-1}{5.4}\ \mathrm{eV}=23.7\ \mathrm{meV},$$

$$E_1=\frac{\sqrt{1.815}-1}{5.4}\ \mathrm{eV}=64.3\ \mathrm{meV},$$

$$E_2=\frac{\sqrt{2.359}-1}{5.4}\ \mathrm{eV}=99.2\ \mathrm{meV}.$$

Keeping one more digit in the subtraction, the spacings are

$$E_1-E_0=64.33-23.66=40.67\ \mathrm{meV},$$

$$E_2-E_1=99.24-64.33=34.91\ \mathrm{meV}.$$

To the nearest meV, they are 41 and 35 meV, where the parabolic band has 50 meV for both.

The algebra was tested by diagonalizing the four-band Hamiltonian on a grid in $x$, with steps of $0.10\,\ell$ and $0.05\,\ell$. Halving the step moved the three levels at $k_z=0$ by at most 0.10 meV. Extrapolating away the error quadratic in the step left a largest difference of 0.00006 meV from the formula.

## Comparison

### Why the estimate works

Subtract the quadratic equations for two adjacent levels at the same $k_z$. The $k_z$ term cancels, leaving

$$E_{n+1}-E_n+\alpha(E_{n+1}^2-E_n^2)=\hbar\omega_c.$$

Factoring the difference of squares gives

$$E_{n+1}-E_n=\frac{\hbar\omega_c}{1+\alpha(E_n+E_{n+1})}.$$

At $k_z=0$ this is $\hbar eB/m_c(\bar E)$, with $\bar E=(E_n+E_{n+1})/2$. The classical rule is thus exact in this model if the mass is taken at the mean of the true levels. For the first pair $\bar E=44.0$ meV and $m_c=0.0285\,m_0$; for the second, $\bar E=81.8$ meV and $m_c=0.0332\,m_0$. Numerical integration of the classical orbits at these energies also gave 40.67 and 34.91 meV.

The scaling estimate used parabolic energies instead. Since $E_n=X_n-\alpha E_n^2<X_n$, those energies are too high, the mass is too large and the spacing comes out too small. Relative to the exact model values, the estimate is low by about 3% for the first spacing and 7% for the second.

### Why a first-order correction is worse

Expanding the square root for small $\alpha X_n$ gives $E_n\simeq X_n-\alpha X_n^2$. At $k_z=0$,

$$X_{n+1}^2-X_n^2=(X_{n+1}-X_n)(X_{n+1}+X_n)=2(n+1)(\hbar\omega_c)^2,$$

so the first-order spacing is $\hbar\omega_c(1-u_n)$. This is the scaling estimate with $1/(1+u_n)$ cut off after its linear term. It gives 36.65 and 22.97 meV, which are low by 10% and 34% relative to the exact model values. For $n=3$, $u_3=4u_0=1.09$, and the first-order spacing is even negative.

Adding more terms does not rescue the third level. The power series of $\sqrt{1+y}$ about $y=0$ diverges for $y>1$, and here $y=4\alpha X_2=1.359$. The closed square root has no such difficulty.

### Two limits and finite $k_z$

When $4\alpha X_n\ll1$, the levels return to $E_n\simeq X_n$ and the spacing to $\hbar\omega_c$. In the opposite limit, at $k_z=0$,

$$E_n\simeq\sqrt{\frac{X_n}{\alpha}}=\sqrt{\frac{(n+\frac12)\hbar\omega_c}{\alpha}}.$$

The levels then grow as $\sqrt n$ at large $n$, because the dispersion has become linear, $E\simeq Pk$. The approach is slow: at $n=30$ the level is 0.59 eV against 0.75 eV from this formula, and at $n=100$ it is 1.20 against 1.37 eV. This is a limit of the four-band model, reached only at energies of order 1 eV and above, where the omitted bands of a real crystal matter.

Motion along the field raises both levels of a pair, and hence the denominator $1+\alpha(E_n+E_{n+1})$. At $k_z=0.1\ \mathrm{nm^{-1}}$ the first spacing falls from 40.67 to 38.47 meV. A population spread over $k_z$ therefore has a range of spacings extending downward from the value at $k_z=0$.

## The model beside real InAs

The mass and $\alpha$ used here are rough values for InAs near room temperature. One omission is spin. An eight-component calculation restored spin-orbit coupling, with a rough splitting of 0.39 eV, and the free-electron terms, while holding the gap and band-edge mass fixed. The levels $n=0,1,2$ then split by 7.7, 6.0 and 4.9 meV, and the spin-averaged spacings became 41.8 and 36.5 meV. Temperature also matters: with a rough low-temperature gap of 0.42 eV and $P$ held fixed, the mass rises to $0.0261\,m_0$ and the spinless spacings drop to 37.3 and 32.7 meV. For a rough mobility of 20000 cm²/Vs, the collision scale $\hbar e/(m\mu)$ is 2.5 meV, well below the spacings. Coupling to polar optical phonons, with a rough phonon energy of 30 meV and rough dielectric constants of 12.3 and 15.1, has an energy scale of 1.5 meV; this indicates a size and is not a calculated line shift. The first spacing also exceeds the phonon energy, so an electron in $n=1$ can drop to $n=0$ by emitting a phonon. This broadens the upper level, and an estimate from the zero-field mobility does not describe it. The second spacing lies even closer to the phonon energy, so $n=2$ is affected more. A rough zero-temperature golden-rule estimate at $k_z=0$ gives widths $\hbar/\tau$ of about 2 meV for $n=1$ and 3 meV for $n=2$, and larger ones with the low-temperature gap and mass, where the second spacing is within 3 meV of the phonon energy. The spacings of 41 and 35 meV should accordingly be read as those of the stated model, with changes of a few meV expected when the omitted effects are included.

Occupation decides which spacing can appear in absorption. At $k_z=0$, for a nondegenerate electron gas (at 10 T this needs densities well below about $1\times10^{17}\ \mathrm{cm^{-3}}$ at 77 K and $2.5\times10^{17}\ \mathrm{cm^{-3}}$ at 300 K) and the spinless levels above, the Boltzmann ratio of $n=1$ to $n=0$ is 0.21 at 300 K. At 77 K it is 0.002 if the room-temperature gap and mass are kept, and 0.004 with the low-temperature values given above. Absorption from $n=1$ to $n=2$ needs electrons in $n=1$, so under these conditions it is strongly suppressed at the lower temperature. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
Band-edge mass: 0.023 m0
Nonparabolicity alpha: 2.7 1/eV
Magnetic field: 10 T
Model gap 1/alpha: 0.370 eV
s-p coupling P: 0.7833 eV nm
Magnetic length: 8.113 nm
Parabolic spacing: 50.33 meV
n=0: parabolic level 25.17 meV, Kane level 23.66 meV
n=0: 4*alpha*X = 0.272 (no unit)
n=1: parabolic level 75.50 meV, Kane level 64.33 meV
n=1: 4*alpha*X = 0.815 (no unit)
n=2: parabolic level 125.83 meV, Kane level 99.24 meV
n=2: 4*alpha*X = 1.359 (no unit)
Spacing 0->1: 40.67 meV
  from classical orbit: 40.67 meV
  mean energy: 43.99 meV
  cyclotron mass there: 0.02846 m0
  first order in alpha: 36.65 meV
Spacing 1->2: 34.91 meV
  from classical orbit: 34.91 meV
  mean energy: 81.78 meV
  cyclotron mass there: 0.03316 m0
  first order in alpha: 22.97 meV
Grid shift on halving step: 0.1001 meV
Extrapolated grid minus formula, largest: 0.00006 meV
Test kz: 0.1 1/nm
Spacing 0->1 at that kz: 38.47 meV
Spin-orbit splitting, rough input: 0.39 eV
Band-edge g factor with spin-orbit: -15.52 (no unit)
|g| from levels at 0.1 T: 15.49 (no unit)
Spin splitting of n=0: 7.67 meV
Spin splitting of n=1: 5.98 meV
Spin splitting of n=2: 4.91 meV
Spin-averaged spacing 0->1: 41.81 meV
Spin-averaged spacing 1->2: 36.51 meV
kT at 77 K: 6.64 meV; Boltzmann ratio n=1/n=0: 0.0022
kT at 300 K: 25.85 meV; Boltzmann ratio n=1/n=0: 0.2074
Mobility, rough input: 20000 cm2/Vs
Collision broadening hbar/tau: 2.52 meV
Low-temperature gap, rough input: 0.42 eV
Mass at that gap, same P: 0.0261 m0
Spacings at that gap: 37.32 and 32.73 meV
LO phonon energy, rough input: 30 meV
Dielectric constants, rough input: 12.3 and 15.1
Froehlich coupling: 0.049 (no unit)
Polaron energy scale: 1.46 meV
```
